# The Nonlocal Hanle Signal of a Diffusive Channel with Weakly Coupled Contacts

To extract a spin lifetime from a nonlocal Hanle measurement, one must decide how to read the curve. One could take the field at which the signal vanishes, assume that the spins have then turned by a quarter revolution, and deduce a transit time. Or one could fit the whole curve to a formula that accounts for the spread of diffusion times. One must also decide whether the contacts are resistive enough for that formula to hold. The first decision rests on the weight with which different times enter the signal, the second on how the contact resistance compares with the spin resistance of the channel.

## Contacts and channel

A long, thin nonmagnetic channel of cross-section $A$ lies along $x$. A ferromagnetic injector touches it at $x=0$ and a ferromagnetic detector at $x=L>0$. Their magnetizations are parallel, fixed, and perpendicular to the magnetic field $B$. A current $I$ enters at the injector and leaves through the far left end, so no charge current flows at $x>0$. The detector voltage is measured against a nonmagnetic contact far to the right. Both ends of the channel are many spin diffusion lengths away.

Carriers are given the charge $+e$. For electrons the sign changes both in the injected spin and in the detected voltage, so it cancels in their product. SI units are used.

A contact of resistance $R_c$ and polarization $P$ has the spin conductances $G_{\uparrow,\downarrow}=(1\pm P)/(2R_c)$. Let the electrochemical potentials of the two spins in the channel, divided by $e$, be $\pm\Delta/2$ about their mean, and let $V$ be the potential of the ferromagnet relative to that mean. The charge and spin currents into the channel are

$$I=G_\uparrow\left(V-\tfrac{\Delta}{2}\right)+G_\downarrow\left(V+\tfrac{\Delta}{2}\right)=\frac{V}{R_c}-\frac{P\Delta}{2R_c},\tag{1}$$

$$I_s=G_\uparrow\left(V-\tfrac{\Delta}{2}\right)-G_\downarrow\left(V+\tfrac{\Delta}{2}\right)=\frac{PV}{R_c}-\frac{\Delta}{2R_c}.\tag{2}$$

Equation (1) gives $V=R_cI+P\Delta/2$. Inserted in (2), this yields

$$I_s=PI-\frac{1-P^2}{2R_c}\Delta .\tag{3}$$

The second term is spin leaking back into the ferromagnet. The ferromagnet is treated as a reservoir with one potential for both spins, which requires its own spin resistance to be small compared with $R_c$. Weak coupling means that it may be dropped, so the injector supplies $I_s=P_1I$. The detector carries no charge current, and (1) gives

$$V=\frac{P_2\Delta}{2}.\tag{4}$$

In a field, $\Delta$ here is the component along the magnetization. The two spins have equal conductivities in the channel, so the mean potential is flat at $x>0$ and (4) is the measured voltage.

Let $N_F$ be the density of states for both spins together. Each spin has $N_F/2$, so the spin density $s=n_\uparrow-n_\downarrow$ is

$$s=\tfrac12N_Fe\Delta .\tag{5}$$

A density gradient at fixed electrostatic potential drives the current density $-eD\,\partial_xn$. Written with the chemical potential $\mu$, where $\partial_x\mu=\partial_xn/N_F$, the same current is $-(\sigma/e)\partial_x\mu$. Hence

$$\sigma=e^2N_FD .\tag{6}$$

## Summing over spin ages

The spin precesses in the plane normal to $B$ at the rate $\omega=g\mu_BB/\hbar$. Let $S=s_\parallel+is_\perp$ combine the components along and across the magnetization, so that precession multiplies $S$ by $e^{i\omega t}$. With the same lifetime $\tau$ for both components,

$$\partial_tS=D\,\partial_x^2S-\frac{S}{\tau}+i\omega S+\frac{P_1I}{eA}\,\delta(x).\tag{7}$$

Drift is absent because it is proportional to the product of electric field and spin density. Each is proportional to $I$, so drift does not enter the linear response. Equation (7) also requires a mean free path much shorter than both $L$ and $\sqrt{D\tau}$, and little precession between collisions. The channel width, its thickness and the contact lengths must be small compared with $\sqrt{D\tau}$ and $\sqrt{D/\omega}$.

The spreading follows from a random walk. If a carrier hops by $\pm a$ with equal probability in each interval $\delta t$, its probability density obeys

$$p(x,t+\delta t)=\tfrac12\left[p(x-a,t)+p(x+a,t)\right].$$

Expansion to first order in $\delta t$ and second order in $a$ gives $\partial_tp=D\,\partial_x^2p$ with $D=a^2/(2\delta t)$. A carrier starting at the origin has the Fourier transform $e^{-Dk^2t}$. Completing the square in the inverse transform gives

$$p(x,t)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{ikx-Dk^2t}=\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}}.\tag{8}$$

A spin injected a time $t$ ago has survived with probability $e^{-t/\tau}$ and has turned by $\omega t$. Adding all injection times in the steady state gives

$$S(L)=\frac{P_1I}{eA}\int_0^\infty dt\,p(L,t)\,e^{-t/\tau}e^{i\omega t}.\tag{9}$$

By (4) and (5), $V=P_2\,\mathrm{Re}\,S(L)/(eN_F)$. The nonlocal resistance $R=V/I$ is therefore

$$R(B)=\frac{P_1P_2}{e^2N_FA}\int_0^\infty dt\,\frac{e^{-L^2/4Dt}}{\sqrt{4\pi Dt}}\,e^{-t/\tau}\cos\omega t .\tag{10}$$

Reversing one magnetization reverses the sign. Half the difference between the parallel and antiparallel signals thus removes any background that does not depend on the magnetizations.

## Closed form

Let $g(x)=\int_0^\infty dt\,p(x,t)e^{-qt}$ with $q=1/\tau-i\omega$. Since $p$ obeys the diffusion equation,

$$Dg''-qg=\int_0^\infty dt\,\partial_t\left(p\,e^{-qt}\right)=-\delta(x),\tag{11}$$

because the integrand's antiderivative vanishes at late times and equals $\delta(x)$ at $t=0$. Away from the origin the bounded solution is $g=Ce^{-\kappa|x|}$, with $\kappa=\sqrt{q/D}$ and $\mathrm{Re}\,\kappa>0$. Integrating (11) across the origin gives $-2D\kappa C=-1$, so

$$g(L)=\frac{e^{-L\sqrt{q/D}}}{2\sqrt{Dq}}.\tag{12}$$

Define $\lambda=\sqrt{D\tau}$, $\ell=L/\lambda$ and $b=\omega\tau$. Then $\kappa=\sqrt{1-ib}/\lambda$, and (6) turns the prefactor $\lambda/(2De^2N_FA)$ into $\lambda/(2\sigma A)$:

$$R(B)=\frac{P_1P_2\lambda}{2\sigma A}\,h,\qquad h=\mathrm{Re}\,\frac{e^{-\ell\sqrt{1-ib}}}{\sqrt{1-ib}}.\tag{13}$$

At zero field this is $R(0)=P_1P_2\lambda e^{-\ell}/(2\sigma A)$. One factor $\tfrac12$ arises because spins leave the injector in both directions.

For a real form take $b\ge0$ and write $\sqrt{1-ib}=\alpha-i\beta$. Squaring gives $\alpha^2-\beta^2=1$ and $2\alpha\beta=b$, while the modulus gives $\alpha^2+\beta^2=f\equiv\sqrt{1+b^2}$. Hence $\alpha=\sqrt{(f+1)/2}$ and $\beta=\sqrt{(f-1)/2}$. Also $1-ib=fe^{-i\arctan b}$, so the inverse root contributes the phase $+\tfrac12\arctan b$. Therefore

$$h=\frac{e^{-\ell\alpha}}{\sqrt f}\cos\varphi,\qquad \varphi=\ell\beta+\tfrac12\arctan b .\tag{14}$$

By (10) the curve is even in $b$, so the sense of precession has no effect. The phase $\varphi$ grows steadily from zero. For $\ell>0$ it grows without bound, and the signal vanishes whenever $\varphi=\pi/2+n\pi$, with $n=0,1,2,\dots$

The case $\ell=0$ is different. There $\varphi$ stays below $\pi/4$, and $\cos^2\varphi=(1+1/f)/2$ gives

$$h(b,0)=\frac{\sqrt{f+1}}{\sqrt2\,f}.\tag{15}$$

This curve never changes sign and falls slowly, as $1/\sqrt{2b}$, at large field. Its tail comes from newly injected spins that have had no time to turn.

## What the transit time means

The weight in (10) is not the distribution of times at which spins first reach the detector. It is the density, at the detector, of spins of age $t$, including those that passed it and came back. If $F(t)$ is the first-passage density, every arrival splits into a first passage at $t'$ and a later return:

$$p(L,t)=\int_0^tdt'\,F(t')\,p(0,t-t').\tag{16}$$

A Laplace transform turns the convolution into a product. By (12), $p(0,t)$ transforms into $1/(2\sqrt{Dq})$, so $F$ must transform into $e^{-L\sqrt{q/D}}$. The exponential in (13) thus describes first passage, and the inverse root describes the returns. At $q=0$ the transform of $F$ is 1, so $F$ is normalized. The integral of $p(L,t)$ over all times diverges, because $p$ falls only as $t^{-1/2}$. Relaxation makes the age distribution normalizable.

The moments of the surviving ages follow from $\ln g=-L\sqrt{q/D}-\tfrac12\ln q+\text{const}$, evaluated at $q=1/\tau$:

$$\langle t\rangle=-\frac{d\ln g}{dq}=\frac{L}{2\sqrt{Dq}}+\frac1{2q}=\frac{\tau}{2}(\ell+1),\tag{17}$$

$$\langle t^2\rangle-\langle t\rangle^2=\frac{d^2\ln g}{dq^2}=\frac{L}{4\sqrt D\,q^{3/2}}+\frac1{2q^2}=\frac{\tau^2}{4}(\ell+2).\tag{18}$$

In (17), $\tau\ell/2$ belongs to first passage and $\tau/2$ to the returns. Relaxation removes the slowest spins, and the mean age grows linearly with distance, not quadratically. Adding the square of (17) to (18) gives the mean square age. Expanding the cosine in (10) then gives, at small field,

$$\frac{R(B)}{R(0)}\simeq1-\frac{\omega^2\langle t^2\rangle}{2},\qquad \langle t^2\rangle=\frac{\tau^2}{4}(\ell^2+3\ell+3).\tag{19}$$

The first zero can now be compared with a quarter turn. Since $\beta=b/(2\alpha)<b/2$ and $\arctan b<b$, equations (14) and (17) give

$$\varphi<\tfrac12(\ell+1)b=\omega\langle t\rangle .\tag{20}$$

At the first zero $\varphi=\pi/2$, so the mean precession angle there exceeds $\pi/2$ for any $\ell>0$. For $\ell\gg1$ the zero lies at small $b$, the two sides of (20) merge, and the quarter-turn rule becomes accurate. The relative spread of ages, $\sqrt{\ell+2}/(\ell+1)$, then tends to zero.

The whole curve also obeys a sum rule. Inverting the cosine transform in (10) at $t\to0$ gives

$$\int_0^\infty d\omega\,R(B)=\frac{\pi}{2}\,\frac{P_1P_2}{e^2N_FA}\,\lim_{t\to0}p(L,t)\,e^{-t/\tau}=0\qquad(L>0).\tag{21}$$

The integral converges because (14) decays as $e^{-\ell\sqrt{b/2}}$ at large $b$. No spin of zero age is present at the detector, so the negative and positive areas cancel. At $L=0$ the limit diverges, in accord with the tail of (15).

## How weak the coupling must be

Take two equal contacts at zero field, and let $R_N=\lambda/(\sigma A)$. By (5), (6) and (12), a spin current $I_s$ entering at one point produces $\Delta=R_NI_se^{-|x|/\lambda}$ at distance $|x|$. Keep the leakage in (3), with $r=(1-P^2)R_N/(2R_c)$ and $\epsilon=e^{-\ell}$. The detector has $I=0$ and acts only as a sink, so the splittings at the two contacts satisfy

$$(1+r)\Delta_0+r\epsilon\Delta_L=R_NPI,\qquad r\epsilon\Delta_0+(1+r)\Delta_L=\epsilon R_NPI .\tag{22}$$

Eliminating $\Delta_0$ leaves $\epsilon(1+r)-r\epsilon=\epsilon$ in the numerator of $\Delta_L$. With (4), the resistance is

$$R_{\rm leak}(0)=\frac{R(0)}{(1+r)^2-r^2e^{-2\ell}} .\tag{23}$$

In a field, spin across the magnetization leaks as well. For a tunnel contact without an exchange field acting on the channel, its leakage conductance is $(G_\uparrow+G_\downarrow)/2=1/(2R_c)$, since a superposition of two states loses coherence at half the sum of their escape rates. Both leakage conductances are thus at most $1/(2R_c)$. The channel response to a spin current has modulus at most $R_N$ at the source and $R_N\epsilon$ at distance $L$. To first order, leakage at each of the two contacts changes $\Delta_L$ by at most $R_N^2\epsilon PI/(2R_c)$. Adding the two and using (4) gives

$$|\delta R(B)|\le\frac{R_N}{R_c}R(0).\tag{24}$$

Leakage also distorts the curve. If the $P^2$ difference between the two leakage conductances is neglected, the first-order correction multiplies $g$ by $1-2r/\sqrt{q\tau}$. By (17) and (18), the mean age then falls by $r\tau$ and the variance by $\tfrac32r\tau^2$. The curvature in (19) decreases. With $D$ and $L$ known, $\langle t^2\rangle$ increases with $\tau$, so a lifetime deduced from that curvature with leakage ignored comes out too short.

## A numerical case

Consider a model metal channel with $D=0.01\ \mathrm{m^2/s}$, $\tau=100$ ps, $L=2\ \mu$m, $\sigma=2\times10^7$ S/m and a cross-section of $100\times50\ \mathrm{nm^2}$. Both contacts have $P=0.2$ and $R_c=1\ \mathrm{k\Omega}$, and $g=2$. Then $\lambda=\sqrt{10^{-2}\times10^{-10}}\ \mathrm m=1\ \mu$m, $\ell=2$, and

$$R_N=\frac{10^{-6}}{(2\times10^7)(5\times10^{-15})}\ \Omega=10\ \Omega,$$

$$R(0)=\frac{0.2^2\times10\ \Omega}{2}\,e^{-2}=27.1\ \mathrm{m\Omega}.$$

The precession rate is $1.759\times10^{11}$ rad/s per tesla, so $\omega\tau=1$ at 56.9 mT. Equation (14) gives:

| $B$ (mT) | $R$ (mΩ) |
|---:|---:|
| 0 | 27.1 |
| 25 | 19.9 |
| 50 | 7.7 |
| 75 | −0.5 |
| 100 | −4.5 |
| 150 | −6.1 |
| 200 | −4.9 |
| 300 | −2.1 |

Solving $\varphi=\pi/2$ numerically puts the first zero at $\omega\tau=1.280$, or 72.7 mT. Numerical minimization puts the deepest point at 140 mT, where $R=-6.1\ \mathrm{m\Omega}$, or $-0.23\,R(0)$. The negative region is shallow, so it must be wide for the areas to cancel as in (21).

The mean age is $100+50=150$ ps, from first passage and returns, with a standard deviation of 100 ps. At the first zero the mean angle is $1.280\times1.5=1.92$ rad, well above $\pi/2$. The quarter-turn rule would give an age of $(1.571/1.280)\times100\ \mathrm{ps}=123$ ps, which is 18% below the true mean. At $\ell=5$ the rule falls only 4% below the mean age. For $\ell=100$ the mean angle at the first zero is 1.571 rad, and the rule is then accurate, but the signal, which falls as $e^{-\ell}$, is far too small to measure. At $\ell=2$ the full curve should be fitted. Equation (13) assumes fixed magnetizations, whereas a perpendicular field tilts real ones. The fit should therefore keep to fields where the tilt is negligible, or include it.

The parabola (19) holds close to the centre. At 10 mT, $\omega\tau=0.176$ and $\langle t^2\rangle=3.25\,\tau^2$, so it gives $R/R(0)=0.950$, against 0.951 from (14).

For these contacts $r=0.96\times10/2000=0.0048$, and (23) multiplies the zero-field signal by 0.990. The bound (24) is 1% of $R(0)$. A finite-difference solution of the channel, with both spin components and both contact potentials as unknowns, was evaluated at 0, 30, 70, 120 and 250 mT. Its largest departure from (13) is 0.95% of $R(0)$. With $R_c=5\ \Omega$, (23) leaves only 0.26 of the zero-field signal, and a polarization deduced from the amplitude through (13) would be too small by about half. These last figures neglect spin accumulation inside the ferromagnets, which begins to matter when $R_c$ is only a few ohms.

All numerical values are calculated from the stated model.
